\section*{Electron spill-out onto bare point charges and the total-ion potential}

\section{The question}

Consider a cluster cut from an ionic crystal and embedded in point charges that stand for the rest of the crystal. Their long-range electrostatic field can be accurate, and yet an electron of a boundary anion may move onto a neighbouring positive charge when the basis is enlarged. Why does this happen, when the real cation at the same place does not take the electron? And what must be added to the point charge so that the anion keeps both its electron and its proper response to an electric field?

Hartree atomic units are used, with clamped ions. Energies are those of an electron, whose charge is $-1$. The argument follows one active electron of an anion; the remainder of that anion is frozen. Exchange and correlation with other electrons and relaxation of the surroundings are left out.

\section{What the bare charge lacks}

A cation has a nucleus and filled core orbitals. Far away, nucleus and core together act as a charge $+q$. Close by, the attraction is stronger than $-q/r$, but the deepest orbitals in it are occupied. The Pauli principle therefore leaves an extra electron the cation's valence level as its first available state.

Replacing the cation by a bare charge keeps the distant field and removes the core electrons. It also removes the reason why a deep state is unavailable. The attraction $-q/r$ has a deep level of its own, and that level is empty.

Its energy follows from scaling. With $r=s/q$, we have $\nabla_r^2=q^2\nabla_s^2$ and $q/r=q^2/s$, so
\begin{equation}
-\frac12\nabla_r^2-\frac qr
=q^2\left(-\frac12\nabla_s^2-\frac1s\right).
\end{equation}
For the nodeless function $e^{-s}$,
\begin{equation}
\nabla_s^2e^{-s}=\left(1-\frac2s\right)e^{-s},
\end{equation}
and hence
\begin{equation}
\left(-\frac12\nabla_s^2-\frac1s\right)e^{-s}
=\left(-\frac12+\frac1s-\frac1s\right)e^{-s}
=-\frac12e^{-s}.
\end{equation}
The lowest level of an isolated bare charge is thus $-q^2/2$. Doubling the charge makes it four times as deep.

\section{When the electron leaves}

The crystal shifts this level. Take a rock-salt lattice of charges $\pm q$ with nearest-neighbour distance $d$ and Madelung constant $M$. At an anion site the other ions produce the potential $+qM/d$, so an electron there is lowered by $qM/d$. At a cation site the potential has the opposite sign, and an electron is raised by $qM/d$.

One correction is needed. If the electron on the cation came from the neighbouring anion, that anion now has charge $-(q-1)$ instead of $-q$. Its repulsion is $(q-1)/d$ instead of $q/d$. For point ions the shift of the cation level is therefore
\begin{equation}
u=\frac{qM}{d}-\frac1d=\frac{qM-1}{d}.
\label{eq:shift}
\end{equation}
The term $-1/d$ is the attraction of the hole left behind. Using the site potential for the whole orbital is justified when the orbital is compact: a spherical cloud has the same energy with an outside point charge as if the cloud were concentrated at its centre.

Let $\varepsilon_{\rm an}$ be the anion level in the crystal and $\varepsilon_c$ the cation level including $u$. The six nearest cations have a symmetric combination
\begin{equation}
|g\rangle=\frac1{\sqrt6}\sum_{j=1}^6|\phi_j\rangle .
\end{equation}
If each $\phi_j$ couples to the anion orbital by $t$, then $|g\rangle$ couples by $6t/\sqrt6=\sqrt6\,t\equiv T$. Neglecting overlaps and direct coupling between cations, the amplitudes $a$ on the anion and $c$ on $|g\rangle$ obey
\begin{align}
(\varepsilon_{\rm an}-E)a+Tc&=0,\\
Ta+(\varepsilon_c-E)c&=0.
\end{align}
The first equation gives $c/a=-(\varepsilon_{\rm an}-E)/T$, and the second gives $c/a=-T/(\varepsilon_c-E)$. Their product is
\begin{equation}
\frac{c^2}{a^2}=\frac{\varepsilon_{\rm an}-E}{\varepsilon_c-E}.
\end{equation}
Equating the two expressions for $c/a$ gives $(\varepsilon_{\rm an}-E)(\varepsilon_c-E)=T^2$. The left side grows without bound as $E\to-\infty$ and vanishes at the lower site level, so for $T\ne0$ the lower root $E$ lies below both site levels, and numerator and denominator are positive. The electron is mainly on the cations if $\varepsilon_c<\varepsilon_{\rm an}$. For bare charges this becomes
\begin{equation}
-\frac{q^2}{2}+u<\varepsilon_{\rm an}.
\label{eq:spill}
\end{equation}

This is a criterion for weakly overlapping sites, not a theorem about every cluster. Equal coupling to all six cations presumes an $s$-type anion orbital, as in the model below; a $p$ orbital, as in an oxide or halide anion, couples instead to an odd combination of cation orbitals, with a different $T$. Near equality the electron is shared. At short distances the separation into site orbitals loses its meaning. In a many-electron calculation, relaxation and interaction energies also enter the balance.

\section{Why a small basis hides the fault}

The inequality concerns the Hamiltonian, while a calculation searches a finite function space. By the variational principle, the ground energy in a basis is the minimum of $\langle\psi|h|\psi\rangle$ over its normalized functions. Adding functions keeps all the old candidates and supplies new ones, so the minimum cannot rise.

If the basis lacks compact functions at the bare charge, it represents the deep orbital poorly. When few functions of any kind reach the charge, the electron can appear to stay on the anion; a richer set of diffuse functions may already let part of it leave. Limiting the basis postpones the collapse without correcting the potential, and the anion's tail still feels a spurious attraction.

\section{What the total-ion potential restores}

A total-ion potential represents the whole cation, core electrons included, by an effective potential. For a cation with a filled $1s$ core, a simple form is
\begin{equation}
U_{\rm TIP}=-\frac qr+A e^{-\gamma r^2}P_s,\qquad A>0,
\label{eq:tip}
\end{equation}
where $r$ is measured from the cation and $P_s$ selects the $s$ wave about it. The Coulomb term keeps the distant field. The short-range repulsion replaces the exclusion by the filled core.

The repulsion acts on $s$ waves because the missing core orbital is an $s$ orbital; $p$ waves are already orthogonal to it by angular symmetry. A cation with filled $p$ core orbitals would need a corresponding repulsion for $p$ waves.

The strength $A$ is fixed by requiring the lowest level of the isolated potential to equal the cation's valence level $\varepsilon_v$. For a normalized bound state $\psi$, the derivative of its level is
\begin{equation}
\frac{d\varepsilon}{dA}
=\langle\psi|e^{-\gamma r^2}P_s|\psi\rangle .
\end{equation}
There is no term from the change of $\psi$, because that term is $\varepsilon\,d\langle\psi|\psi\rangle/dA=0$. The right-hand side is positive for an $s$ state, so the $s$ level rises steadily from $-q^2/2$ as $A$ grows, and the fit has at most one solution at given $\gamma$. The repulsion does not shift the lowest $p$ level of the bare charge, $-q^2/8$, so the lowest level can match $\varepsilon_v$ only if $-q^2/2<\varepsilon_v<-q^2/8$. The model below satisfies this condition and has a solution.

In the crystal, $-q^2/2+u$ is now replaced by $\varepsilon_v+u$. If this lies well above $\varepsilon_{\rm an}$, the electron stays on the anion.

\section{A model anion}

Take $q=2$ and $d=4.0$ bohr. These are round model parameters, not those of a named oxide. The frozen remainder of the anion has charge $-1$ and acts on the active electron through
\begin{equation}
V_{\rm an}(r)=\frac{\operatorname{erf}(\sqrt\zeta\,r)}r-Be^{-\beta r^2},
\end{equation}
with $\zeta=0.5$ bohr$^{-2}$, $B=1.7$ hartree and $\beta=0.3$ bohr$^{-2}$. Without the lattice, the lowest level is $0.061$ hartree in a spherical box of radius 30 bohr and $0.027$ hartree in one of 60 bohr. It is positive and falls as the box grows: no bound state is found. The free ion thus offers no static polarizability to recover. The target is the response of the ion confined by its crystal.

The reference cation has a nucleus of charge $q+2$ and a frozen Gaussian cloud of two core electrons:
\begin{equation}
U_{\rm core}(r)=-\frac{q+2}{r}
+\frac{2\operatorname{erf}(\sqrt\eta\,r)}r,
\qquad \eta=7.0\ {\rm bohr}^{-2}.
\end{equation}
At large $r$ the error function tends to one and the sum tends to $-q/r$. The filled $1s$ level lies at $-3.64$ hartree, and the available $2s$ level at $-0.634$ hartree. With $\gamma=1.5$ bohr$^{-2}$, matching the latter gives $A=5.96$ hartree. The $2p$ level, which was not fitted, is $-0.500$ hartree for the total-ion potential and $-0.505$ hartree for the reference.

The cage is a neutral cube of $343$ lattice sites with fractional charges on its boundary. Its six innermost cations are treated in three ways: as bare charges, as total-ion potentials, or with explicit filled cores. Outer cations are smeared charges in every run; the estimated level is $0.08$ hartree at the nearest of them and $0.035$ hartree at the corners of the cube, where it is lowest; both are far above the anion level found below.

For point ions, Eq.~\eqref{eq:shift} gives
\begin{equation}
u\simeq\frac{2(1.748)-1}{4.0}=0.624\ {\rm hartree}.
\end{equation}
The tail of the anion well adds $-1.7e^{-0.3\times16}=-0.014$ hartree, which gives the value $u=0.610$ hartree used here. The two cation levels in the cage are then
\begin{align}
\text{bare:}\quad&-2.000+0.610=-1.390\ {\rm hartree},\\
\text{TIP:}\quad&-0.634+0.610=-0.024\ {\rm hartree}.
\end{align}
With basis functions on the anion alone, the anion level is $-0.790$ hartree in the bare cage and $-0.777$ hartree with the total-ion potentials. The bare level lies $0.600$ hartree below the anion level; the corrected one lies $0.753$ hartree above it. The first gap depends on the anion basis: a richer one with $f$ and $g$ shells lowers the anion level in the bare cage to $-0.824$ hartree and the gap to $0.566$ hartree. The second estimate is rough, because the valence orbital is not compact on the scale of $d$; only the sign and the large size of this gap are used. Equation~\eqref{eq:spill} predicts spill-out in the first case and confinement in the second.

\section{Watching the electron move}

Let $P$ be the probability of finding the electron inside six spheres of radius $d/2=2.0$ bohr around the cations. These spheres also catch part of the anion's tail, so $P$ is not zero for a confined electron. Functions are now added on the cations, from diffuse to compact. Energies are in hartree.

\begin{center}
\begin{tabular}{rrrrr}
\hline
Functions & $E$ & $P$ & $E$ & $P$\\
per cation & bare & bare & TIP & TIP\\
\hline
0 & $-0.790$ & 0.080 & $-0.777$ & 0.065\\
4 & $-0.800$ & 0.122 & $-0.777$ & 0.065\\
8 & $-0.855$ & 0.421 & $-0.779$ & 0.075\\
12 & $-1.057$ & 0.901 & $-0.780$ & 0.078\\
21 & $-1.402$ & 0.977 & $-0.780$ & 0.079\\
\hline
\end{tabular}
\end{center}

In the smallest basis both electrons look confined. The bare result then collapses by $0.612$ hartree, while the total-ion result falls by $0.003$ hartree. The final bare energy is close to the site estimate of $-1.390$ hartree, which omits three smaller terms. The variation of the surrounding potential across the orbital lowers the level by $0.009$ to $0.010$ hartree, direct coupling between the six cations by $0.002$ to $0.003$ hartree, and mixing with the anion by $0.001$ hartree or less.

To isolate the cause, the repulsion can be scaled from zero to full strength with everything else unchanged. At one tenth of $A$, the estimated cation level is $0.318$ hartree below the anion level, and $P=0.937$. At two tenths it is $0.065$ hartree below, and the electron is more evenly shared, with $P=0.721$. At four tenths the cation level is $0.334$ hartree above, and $P=0.144$. The electron changes sides as the levels cross, as the two-level argument requires.

\section{Why the polarizability also recovers}

In a uniform field $F$ along $z$, an electron of charge $-1$ acquires the energy $+Fz$. Let $h|n\rangle=\varepsilon_n|n\rangle$, and write the perturbed state and energy as $|k\rangle+F|k_1\rangle+\cdots$ and $\varepsilon_k+F\varepsilon^{(1)}+F^2\varepsilon^{(2)}+\cdots$. Inversion symmetry gives $\varepsilon^{(1)}=\langle k|z|k\rangle=0$ for the nondegenerate state considered here. The terms linear in $F$ are
\begin{equation}
(h-\varepsilon_k)|k_1\rangle=-z|k\rangle .
\end{equation}
Projection on $\langle n|$, with $n\ne k$, gives
\begin{equation}
\langle n|k_1\rangle=-\frac{z_{nk}}{\varepsilon_n-\varepsilon_k},
\qquad z_{nk}=\langle n|z|k\rangle .
\end{equation}
Projecting the quadratic terms on $\langle k|$ gives $\varepsilon^{(2)}=\langle k|z|k_1\rangle$. Since the induced dipole is $-\langle z\rangle=-d\varepsilon/dF$, the polarizability is
\begin{equation}
a_{zz}=-\frac{d^2\varepsilon}{dF^2}=-2\varepsilon^{(2)}
=2\sum_{n\ne k}\frac{|z_{nk}|^2}{\varepsilon_n-\varepsilon_k}.
\label{eq:pol}
\end{equation}

In the explicit-core cage the six lowest orbitals are filled cores, and the active electron occupies the seventh. Its $a_{zz}$ is the response with seven filled orbitals minus that with six. The sum in Eq.~\eqref{eq:pol} then includes core states with negative denominators. They belong there: when the responses of all filled orbitals are added, each transition between two filled orbitals occurs twice with opposite signs and cancels.

For the spilled electron, the response has a different origin. The ground state is approximately $|g\rangle$, spread over six charges. Neglecting overlaps, the field connects it with
\begin{equation}
|p\rangle=\frac{|\phi_{+z}\rangle-|\phi_{-z}\rangle}{\sqrt2}.
\end{equation}
The orbitals at $\pm z$ have mean positions $\pm d$, so
\begin{equation}
\langle p|z|g\rangle
=\frac{1}{\sqrt2\sqrt6}\,[d-(-d)]
=\frac{2d}{\sqrt{12}}=\frac d{\sqrt3}.
\end{equation}
If $\Delta$ is the splitting between these states, Eq.~\eqref{eq:pol} gives
\begin{equation}
a_{zz}\simeq\frac{2d^2}{3\Delta}.
\end{equation}
Here $\Delta=0.00309$ hartree, and the estimate is
\begin{equation}
\frac{2(4.0)^2}{3(0.00309)}\simeq3450\ {\rm bohr}^3.
\end{equation}
The full sum gives $3374$ bohr$^3$ in this basis; larger bases give $3339$ and $3396$ bohr$^3$, so it should be read as $3.3$ to $3.4\times10^3$ bohr$^3$. The small splitting $\Delta$ comes mostly from direct coupling between the cations and is sensitive to the basis. This is charge moving between artificial wells, not distortion of an anion. The induced dipole stays nearly proportional to $F$ only while the coupling $Fd/\sqrt3$ is small compared with $\Delta$, which here means a very weak field.

With total-ion potentials, the low-lying cation states are gone. The full-basis results are as follows, with the root-mean-square distance $r_{\rm rms}$ measured from the anion nucleus:

\begin{center}
\begin{tabular}{lrrr}
\hline
Cations & $E$ (hartree) & $r_{\rm rms}$ (bohr) & $a_{zz}$ (bohr$^3$)\\
\hline
bare & $-1.402$ & 4.05 & 3374\\
TIP & $-0.780$ & 1.81 & 4.88\\
explicit core & $-0.781$ & 1.82 & 4.93\\
\hline
\end{tabular}
\end{center}

The total-ion polarizability is about $1\%$ below the explicit-core value in this model. The two anion levels, near $-21$ eV, agree to about $0.001$ hartree. Neither quantity was used to fit $A$, but the agreement depends on the chosen width: with $A$ refitted at each $\gamma$, the error in $a_{zz}$ is $-5\%$ at $\gamma=0.75$, $-3\%$ at $1.0$ and $+0.2\%$ at $4.0$ bohr$^{-2}$. A larger basis raises both polarizabilities by about $0.005$ bohr$^3$, lowers both levels by $0.0006$ hartree and leaves the $1\%$ difference in place. The numerical check also obtains the last two polarizabilities from finite fields.

The small basis deserves a second look. With functions on the anion alone, $a_{zz}$ is $6.03$ bohr$^3$ in the bare cage and $4.66$ bohr$^3$ with total-ion potentials. Before any visible collapse, the bare value is therefore already larger than the total-ion value in the same basis, here by $29\%$. The size of this excess belongs to the anion basis used and is not a converged number: a richer anion basis with $f$ and $g$ shells gives $10.1$ and $4.70$ bohr$^3$, an excess of $115\%$. The two Hamiltonians differ by the short-range repulsion alone, so its absence causes the excess. A plausible energy and a small $P$ do not certify the response.

\section{Where the cure stops}

The potential was fitted to one level at one chosen $\gamma$. That does not guarantee correct scattering at other energies, and the close agreement found here belongs to this model and geometry. The frozen cation core cannot polarize. If the valence level plus $u$ comes near $\varepsilon_{\rm an}$, charge transfer to the cation becomes real physics, and the basis must also be able to describe the cation's valence orbital.

The correction must also reach far enough. Any bare positive charge that satisfies Eq.~\eqref{eq:spill}, with the hole term $-1/d$ in $u$ replaced by $-1/R$ for its distance $R$ from the anion, and is accessible to the basis can still take the electron. In an embedded cluster, the total-ion potentials must therefore cover every such site whose deep orbital the basis can describe. They should also cover the cations next to the cluster's anions, since the anion-only result shows that bare nearest neighbours distort the response even when their deep orbital is poorly represented. Sites beyond the reach of the basis need only supply the electrostatic field; in the model here the outer cations were smeared charges.

\section*{Table of computed values}
\begin{verbatim}
ion charge q = 2 e; distance d = 4.0 bohr
anion well B = 1.7 hartree, beta = 0.3 bohr^-2
anion tail exponent zeta = 0.5 bohr^-2
core: 2 electrons, exponent 7.0 bohr^-2
TIP exponent = 1.5 bohr^-2
TIP strength A = 5.9642 hartree
outer-cation smearing exponent = 0.3 bohr^-2
lattice ions = 343; basis functions = 171
free anion, box 30 bohr: 0.0613 hartree
free anion, box 60 bohr: 0.0270 hartree
isolated bare charge 1s: -2.0000 hartree
isolated cation 1s (filled): -3.6399 hartree
isolated cation 2s = TIP level: -0.6339 hartree
2p, explicit core / TIP: -0.5050 / -0.5000 hartree
Madelung constant, convergent sum: 1.74756
finite lattice, anion / cation site: 1.74704 / 1.74842
cation-site shift u: 0.6102 hartree
estimated bare level in cage: -1.3898 hartree
estimated TIP level in cage: -0.0237 hartree
estimated smeared outer level: 0.0756 hartree
cation-sphere radius: 2.0 bohr
basis ladder: functions per cation; E in hartree; P in spheres
   0: bare E=-0.7898 P=0.080; TIP E=-0.7767 P=0.065
   4: bare E=-0.7999 P=0.122; TIP E=-0.7767 P=0.065
   8: bare E=-0.8545 P=0.421; TIP E=-0.7787 P=0.075
  12: bare E=-1.0570 P=0.901; TIP E=-0.7799 P=0.078
  17: bare E=-1.3546 P=0.974; TIP E=-0.7800 P=0.079
  21: bare E=-1.4023 P=0.977; TIP E=-0.7800 P=0.079
anion-only basis a_zz, bare / TIP: 6.026 / 4.659 bohr^3
repulsion scan: fraction of A; level gap in hartree; P in spheres
  0.00: gap=-0.6000 P=0.977
  0.05: gap=-0.4558 P=0.964
  0.10: gap=-0.3180 P=0.937
  0.20: gap=-0.0645 P=0.721
  0.40: gap=+0.3343 P=0.144
  1.00: gap=+0.7530 P=0.079
full basis: E in hartree; rms radius in bohr; a_zz in bohr^3
  bare: E=-1.4023 rms=4.046 P=0.977 a_zz=3374.383
  TIP: E=-0.7800 rms=1.814 P=0.079 a_zz=4.884
  core: E=-0.7807 rms=1.821 P=0.079 a_zz=4.931
finite-field a_zz, TIP / core: 4.884 / 4.931 bohr^3
bare-cage splitting Delta: 0.00309 hartree
hopping estimate of bare a_zz: 3450.5 bohr^3
TIP error in a_zz: -0.94 percent
anion level, TIP / core: -21.22 / -21.24 eV
bare-cage ground level: -38.16 eV
\end{verbatim}
